# Recoil, natural width and Doppler width of the 14.4 keV line of $^{57}$Fe

## 1. An atom at rest

A free atom at rest, with its nucleus in a level $E_0$ above the ground state, emits a photon of energy $E$ and momentum $E/c$. The atom, of ground-state mass $M$, takes the opposite momentum and the kinetic energy $(E/c)^2/2M$. Energy conservation reads
$$E = E_0 - \frac{E^2}{2Mc^2}.$$
The small parameter is $\epsilon = E_0/Mc^2$, and the equation is solved by iteration. Putting $E = E_0$ on the right gives $E = E_0 - E_R$, with the recoil energy
$$E_R = \frac{E_0^2}{2Mc^2} = \frac{\epsilon}{2}E_0 .$$
Putting $E = E_0 - E_R$ on the right gives $E^2 \approx E_0^2 - 2E_0E_R$, and since $E_0/Mc^2 = 2E_R/E_0$,
$$E = E_0 - E_R + \frac{2E_R^2}{E_0} + \dots$$

The chosen inputs, roughly those of $^{57}$Fe, are $E_0 = 14.4$ keV $= 2.3071\times10^{-15}$ J and $M = 57$ u $= 9.4651\times10^{-26}$ kg, so $Mc^2 = 8.5068\times10^{-9}$ J $= 53.095$ GeV and $\epsilon = 14400/(53.095\times10^{9}) \approx 2.7\times10^{-7}$. Then
$$E_R = \frac{(2.3071\times10^{-15}\ \text{J})^2}{2\times 8.5068\times10^{-9}\ \text{J}} = 3.129\times10^{-22}\ \text{J} = 1.953\ \text{meV},$$
and the first correction is $2\times0.2648$ neV. The digits quoted here and below belong to the rounded inputs; with $E_0 = 14.4125$ keV and $M = 56.935$ u, closer to the real isotope, $E_R$ becomes 1.958 meV and the shift per mm/s of section 7 rises by about 0.04 neV.

## 2. A moving atom

The second small parameter is $\beta = v/c$. Terms in $\beta^2$ need relativistic kinematics. The excited atom has mass $M^* = M + E_0/c^2$, energy $W = \gamma M^*c^2$ and momentum $\mathbf P = \gamma M^*\mathbf v$, with $\gamma = (1-\beta^2)^{-1/2}$. The photon leaves along the unit vector $\mathbf n$, at angle $\theta$ to $\mathbf v$. The final atom has energy $W-E$, momentum $\mathbf P - E\mathbf n/c$ and mass $M$:
$$(W-E)^2 - |\mathbf Pc - E\mathbf n|^2 = M^2c^4 .$$
On expanding, the two $E^2$ terms cancel and $W^2 - P^2c^2 = M^{*2}c^4$, which leaves $M^{*2}c^4 - M^2c^4 = 2E(W - Pc\cos\theta) = 2E\gamma M^*c^2(1-\beta\cos\theta)$. With $M = M^* - E_0/c^2$ the left side is $2M^*c^2E_0 - E_0^2$, so exactly
$$E_{\rm em} = \frac{E_0 - E_0^2/2M^*c^2}{\gamma(1-\beta\cos\theta)} .$$
For absorption the initial mass is $M$, the final mass $M^*$, and $E$ is added instead of subtracted. The same expansion gives $M^{*2}c^4 - M^2c^4 = 2E\gamma Mc^2(1-\beta\cos\theta)$; the left side is $2Mc^2E_0 + E_0^2$, so
$$E_{\rm abs} = \frac{E_0+E_R}{\gamma(1-\beta\cos\theta)} .$$

Three expansions are needed: $1/M^* \approx (1-\epsilon)/M$, which turns the first numerator into $E_0 - E_R + 2E_R^2/E_0$ as in section 1; $1/\gamma \approx 1-\beta^2/2$; and $1/(1-\beta\cos\theta) \approx 1+\beta\cos\theta+\beta^2\cos^2\theta$. Multiplying out to second order in $\epsilon$ and $\beta$, with $v_x = v\cos\theta$ the velocity along the photon direction,
$$E_{\rm em} = E_0 - E_R + E_0\frac{v_x}{c} + \Big[E_0\beta^2\big(\cos^2\theta - \tfrac12\big) - E_R\beta\cos\theta + \frac{2E_R^2}{E_0}\Big],$$
$$E_{\rm abs} = E_0 + E_R + E_0\frac{v_x}{c} + \Big[E_0\beta^2\big(\cos^2\theta - \tfrac12\big) + E_R\beta\cos\theta\Big].$$
The brackets are the first corrections. For atoms at rest the two lines lie $2E_R = 3.905$ meV apart. The Doppler term has the same sign in both: an emitter moving along the photon direction approaches the detector and raises the energy, while an absorber moving along it recedes from the source and needs a harder photon.

## 3. The natural width

The excited level is taken to decay exponentially with mean life $\tau$. The probability falls as $e^{-t/\tau}$, so the amplitude is $e^{-t/2\tau}e^{-iE_0t/\hbar}$ for $t>0$. Its component at energy $E$, with $\delta = E-E_0$, is
$$\int_0^\infty e^{-t/2\tau}e^{i\delta t/\hbar}\,dt = \frac{1}{1/2\tau - i\delta/\hbar}.$$
The squared modulus is $\hbar^2/[\delta^2 + (\hbar/2\tau)^2]$, which falls to half its peak at $\delta = \pm\hbar/2\tau$. The full width at half maximum (FWHM) is therefore $\Gamma = \hbar/\tau$. Since $\int d\delta/(\delta^2+a^2) = \pi/a$ with $a = \Gamma/2$, the normalized line is
$$L_\Gamma(\delta) = \frac{\Gamma/2\pi}{\delta^2+\Gamma^2/4}.$$
With the chosen input $\tau = 141$ ns,
$$\Gamma = \frac{1.0546\times10^{-34}\ \text{J s}}{141\times10^{-9}\ \text{s}} = 7.479\times10^{-28}\ \text{J} = 4.668\ \text{neV},$$
so $\Gamma/h = 1.129$ MHz and $Q = E_0/\Gamma = 3.085\times10^{12}$. These digits follow the chosen $\tau$; a half-life of 98.3 ns, also quoted for this level, gives $\Gamma = 4.64$ neV. Three points fix the inputs of this formula. The half-life $\tau\ln2 = 97.7$ ns used in place of $\tau$ makes $\Gamma$ too large by $1/\ln 2$; $h$ in place of $\hbar$ makes it too large by $2\pi$; and $\tau$ must be the total life, because every channel that empties the level, internal conversion included, speeds the decay of the amplitude.

## 4. The Doppler width

In a classical gas of free atoms at temperature $T$, $v_x$ is distributed as $e^{-Mv_x^2/2k_BT}$, a Gaussian of variance $k_BT/M$. An iron gas at 300 K is hypothetical; it is the reference against which the solid is judged. The leading shift $E_0v_x/c$ is linear in $v_x$, so the line is Gaussian with standard deviation
$$\sigma = E_0\sqrt{\frac{k_BT}{Mc^2}}, \qquad \sigma^2 = \frac{E_0^2}{Mc^2}k_BT = 2E_Rk_BT .$$
"Doppler width" needs a convention. Setting $e^{-\delta^2/2\sigma^2}$ equal to $1/e$ gives the half width $\sqrt2\,\sigma = 2\sqrt{E_Rk_BT}$; setting it equal to $1/2$ gives $\delta = \sqrt{2\ln2}\,\sigma$ and an FWHM of $2\sqrt{2\ln2}\,\sigma$.

At $T = 300$ K, $k_BT = 4.1419\times10^{-21}$ J $= 25.85$ meV. The rms $v_x$ is $(4.1419\times10^{-21}/9.4651\times10^{-26})^{1/2} = 209.19$ m/s, or $6.9778\times10^{-7}c$. Hence $\sigma = 14400\ \text{eV}\times6.9778\times10^{-7} = 10.05$ meV, the $1/e$ half width is 14.21 meV and the FWHM is 23.66 meV. The ordering is $\Gamma \ll E_R < \sigma$, with $E_R/\Gamma = 4.18\times10^5$, $\sigma/\Gamma = 2.15\times10^6$ and $\sigma/E_R = 5.15$. Recoil exceeds $\sigma$ only when $2E_Rk_BT < E_R^2$, that is below $T = E_R/2k_B = 11.3$ K.

At $v = 209.19$ m/s the terms in the brackets have sizes $E_0\beta^2 = 7.0114$ neV and $E_R\beta = 1.3626$ neV. For emission with $\cos\theta = -1$ all three terms are positive and add to $7.0114/2 + 1.3626 + 2\times0.2648 = 5.398$ neV. At this speed, the largest difference between the exact solution and the leading formula over the directions tried in the numerical check, for emission and absorption, is 5.3978 neV, in agreement. The correction is below $10^{-6}\sigma$ and irrelevant for the gas line, but it is as large as $\Gamma$.

## 5. Overlap of emission and absorption

The resonant absorption in a thin absorber is proportional to $S = \int(\text{emission profile})(\text{absorption profile})\,dE$. Two Fourier identities serve. First, with $a = \Gamma/2\hbar$ and $\omega = \delta/\hbar$,
$$\frac{1}{2\pi\hbar}\int e^{-\Gamma|t|/2\hbar}e^{i\delta t/\hbar}dt = \frac{1}{2\pi\hbar}\Big[\frac{1}{a-i\omega}+\frac{1}{a+i\omega}\Big] = \frac{1}{2\pi\hbar}\frac{2a}{a^2+\omega^2} = L_\Gamma(\delta).$$
Second, for a normalized Gaussian $g(x)$ of variance $s^2$, let $I(q) = \int g\,e^{-iqx}dx$. Using $xg = -s^2g'$ and integrating by parts, $I' = -i\int xg\,e^{-iqx}dx = is^2\int g'e^{-iqx}dx = is^2(iq)I = -s^2qI$. With $I(0)=1$, $I = e^{-q^2s^2/2}$.

**Atoms at rest.** For lines a distance $\Delta$ apart, $S(\Delta) = \int L_\Gamma(E)L_\Gamma(\Delta-E)\,dE$, because $L_\Gamma$ is even. Writing the second factor by the first identity and doing the $E$ integral, $\int L_\Gamma(E)e^{-iEt/\hbar}dE = e^{-\Gamma|t|/2\hbar}$ by Fourier inversion, doubles the exponent. So $S(\Delta) = L_{2\Gamma}(\Delta) = (\Gamma/\pi)/(\Delta^2+\Gamma^2)$, of FWHM $2\Gamma$, with $S(0) = 1/\pi\Gamma$. At $\Delta = 2E_R$,
$$\frac{S(2E_R)}{S(0)} = \frac{\Gamma^2}{4E_R^2+\Gamma^2} = \frac{\Gamma^2}{4E_R^2}\Big(1 - \frac{\Gamma^2}{4E_R^2}+\dots\Big) = \frac{1}{(2\times4.1831\times10^5)^2} = 1.43\times10^{-12}.$$

**Gas source and gas absorber.** At leading order $\Gamma$ is dropped. With $\delta = E - E_0$, $(\delta+E_R)^2+(\delta-E_R)^2 = 2\delta^2+2E_R^2$ and $\int e^{-\delta^2/\sigma^2}d\delta = \sqrt\pi\,\sigma$, so
$$S_{\rm gas} = \frac{\sqrt\pi\,\sigma}{2\pi\sigma^2}e^{-E_R^2/\sigma^2} = \frac{e^{-E_R/2k_BT}}{2\sqrt\pi\,\sigma}, \qquad \frac{S_{\rm gas}}{S(0)} = \frac{\sqrt\pi\,\Gamma}{2\sigma}e^{-E_R/2k_BT}.$$
Numerically this is $(\sqrt\pi/2)\times0.96294/(2.1525\times10^6) = 3.96\times10^{-7}$. For the correction, each true profile is a Gaussian folded with $L_\Gamma$, so the transforms of two Gaussians and two Lorentzians multiply:
$$S = \frac{1}{2\pi\hbar}\int e^{-\sigma^2t^2/\hbar^2}e^{-\Gamma|t|/\hbar}\cos(2E_Rt/\hbar)\,dt .$$
Since $|1-e^{-y}| \le y$ for $y\ge0$, $|\cos|\le1$ and $\int|t|e^{-\sigma^2t^2/\hbar^2}dt = \hbar^2/\sigma^2$, keeping $\Gamma$ changes $S$ by at most $\Gamma/2\pi\sigma^2$; for $E_R\ll\sigma$ the first correction is $-\Gamma/2\pi\sigma^2$. Relative to $S_{\rm gas}$ the bound is $(\Gamma/\sqrt\pi\sigma)e^{E_R/2k_BT}$, tiny at 300 K. It grows as $T\to0$, where the Gaussian formula fails and the Lorentzian tails of the rest result take over.

Recoil thus suppresses the resonance of free atoms strongly only when $2k_BT \ll E_R$, which for this line means well below $E_R/2k_B = 11.3$ K, where the recoil factor is $1/e$. At 300 K the recoil costs the factor 0.963; the loss comes from spreading the line over $\sigma$ instead of $\Gamma$.

## 6. Why $\Gamma$ is seen in a solid

A crystal of $N$ atoms has mass $NM$ and recoils as a whole with $E_R/N$, which is below $\Gamma$ once $N > 4.18\times10^5$. For a chosen $N = 10^{10}$ it is $1.95\times10^{-4}$ neV. In a freely floating grain the thermal motion of the centre of mass alone would still give the Doppler width $\sigma/\sqrt N = 10.05\ \text{meV}/10^5 \approx 100$ neV, well above $\Gamma$, and thermal rotation would add to it, so a grain of this size shows a line near $\Gamma$ only if its motion is restrained, either by a macroscopic support or by a medium viscous enough to make the motion diffusive. In the diffusive case the translation adds about $2\hbar k^2D$ to the FWHM, with $k = E_0/\hbar c$ and $D$ the diffusion constant; for a sphere of radius 0.3 µm at 300 K this is about 5 neV at a viscosity of 1 Pa s and 0.5 neV at 10 Pa s. The centre-of-mass part $\sigma/\sqrt N$ by itself falls below $\Gamma$ only for $N > (\sigma/\Gamma)^2 \approx 4.6\times10^{12}$.

The momentum can also excite vibrations. As a model, bind the atom in one oscillator of frequency $\omega$ at $T=0$. The emitted photon mode enters the coupling through $e^{-ikx}$ at the nuclear position, $k = E_0/\hbar c$, so the oscillator ends in level $n$ with probability $P_n = |\langle n|e^{-ikx}|0\rangle|^2$ and the photon energy is $E_0 - n\hbar\omega$. The ground state $\psi_0 \propto e^{-M\omega x^2/2\hbar}$ makes $|\psi_0|^2$ a Gaussian of variance $\langle x^2\rangle = \hbar/2M\omega$. The second identity gives $\langle0|e^{-ikx}|0\rangle = e^{-k^2\langle x^2\rangle/2}$, and $k^2\langle x^2\rangle = (\hbar^2k^2/2M)/\hbar\omega$ with $\hbar^2k^2/2M = E_R$, so the recoil-free fraction is
$$f = P_0 = e^{-k^2\langle x^2\rangle} = e^{-E_R/\hbar\omega}.$$
For a chosen $\hbar\omega = 25$ meV, $(7.2975\times10^{10}\ \text{m}^{-1}\times3.8298\ \text{pm})^2 = 0.0781$ and $f = 0.925$. This is a model value, not a prediction for iron at 300 K.

Recoil survives on average. The product rule gives $e^{ikx}p\,e^{-ikx} = p-\hbar k$, and the potential commutes with $e^{-ikx}$. By completeness the mean energy given to the oscillator is $\langle0|e^{ikx}He^{-ikx}-H|0\rangle = \langle(p-\hbar k)^2-p^2\rangle/2M = E_R$, as $\langle p\rangle = 0$. As $\omega\to0$, $f\to0$ and the free atom returns.

One term of the bracket survives in the sharp line. A bound atom stays near its site, so arrival times differ from emission times by a bounded $x/c$, and over many vibrations the factor $1/(1-\beta\cos\theta)$ gives no net shift. The clock factor $1/\gamma$ remains and shifts the line by $-E_0\langle v^2\rangle/2c^2$, the second-order Doppler shift. With the classical $\langle v^2\rangle = 3k_BT/M$ at 300 K it is $-\tfrac32\times7.01$ neV, larger in magnitude than $\Gamma$. The classical value is a lower bound on the magnitude for harmonic binding: at 300 K quantum vibrations raise it by 8 % for $\hbar\omega = 25$ meV and by 9 to 12 % for a Debye temperature of 400 to 470 K. Of this shift only its difference between source and absorber is observed.

## 7. The velocity scale

Driving the whole source toward the absorber at speed $v$ multiplies the energy by $1/\gamma(1-\beta) \approx (1-\beta^2/2)(1+\beta+\beta^2) \approx 1+\beta+\beta^2/2$. The shift is $E_0\beta(1+\beta/2)$, and 1 mm/s corresponds to 48.03 neV. A shift of $\Gamma$ requires
$$v_\Gamma = \frac{c\,\Gamma}{E_0} = \frac{c}{Q} = \frac{2.9979\times10^8\ \text{m/s}}{3.0847\times10^{12}} = 0.0972\ \text{mm/s},$$
with relative correction of size $\beta/2 = 1/2Q$. This is the width of one line. A scan measures $S(\Delta)$, of width $2\Gamma$, so even a thin ideal absorber shows $2v_\Gamma = 0.194$ mm/s; a thick one saturates at the centre and shows more. On the same scale $E_R$ is 40.65 m/s, the gap $2E_R$ equals the recoil speed $E_0/Mc = 81.3$ m/s, and the Doppler FWHM is 492.6 m/s.

## 8. What the numerical check tests

The check below solves the relativistic conservation laws at 50 digits and asserts that the deviation from the leading formulas stays below $E_0\beta^2+3E_R\beta+3E_R^2/E_0$, a loose bound of the order of the bracketed terms; the coefficients in the brackets are compared only through the printed residual quoted in section 4. It finds $\Gamma$ from a numerical Fourier integral (4.6682 neV), builds the $v_x$ distribution from the three-dimensional speed law, evaluates the overlaps by quadrature and against a Voigt profile, diagonalizes the oscillator on a grid ($f = 0.92486$, mean transfer $E_R$), and inverts the exact Doppler formula for $v_\Gamma$.

## Values computed for the example and the checks

```
hbar = 1.0546e-34 J s
c = 2.9979e+08 m/s
k_B = 1.3806e-23 J/K
1 eV = 1.6022e-19 J
1 u = 1.6605e-27 kg
input E0 = 14400 eV
E0 = 2.3071e-15 J
input M = 57 u = 9.4651e-26 kg
M c^2 = 8.5068e-09 J
M c^2 = 53.095 GeV
input tau = 141 ns
half-life tau ln2 = 97.734 ns
input T = 300 K
k_B T = 4.1419e-21 J
k_B T = 25.852 meV
photon momentum E0/c = 7.6958e-24 kg m/s
wave number k = 7.2975e+10 1/m
recoil speed E0/(Mc) = 81.307 m/s
E_R = 3.1286e-22 J
E_R = 1.9527 meV
2 E_R = 3.9054 meV
Gamma = 7.4792e-28 J
Gamma = 4.6682 neV
Gamma from Fourier test = 4.6682 neV
Gamma/h = 1.1288 MHz
Q = E0/Gamma = 3.0847e+12 
rms vx = 209.19 m/s
rms vx / c = 6.9778e-07 
Doppler sigma = 1.6099e-21 J
Doppler sigma = 10.048 meV
Doppler 1/e half width = 14.21 meV
Doppler FWHM = 23.661 meV
dropped E0 kT/(Mc^2) = 7.0114 neV
dropped E_R vx/c = 1.3626 neV
dropped E_R^2/E0 = 0.2648 neV
largest residual at v = rms vx = 5.3978 neV
E_R/Gamma = 4.1831e+05 
sigma/Gamma = 2.1525e+06 
FWHM_D/Gamma = 5.0687e+06 
sigma/E_R = 5.1457 
T where sigma = E_R = 11.33 K
overlap ratio, atoms at rest = 1.4287e-12 
exp(-E_R/2kT) = 0.96294 
overlap ratio, gas at T = 3.9647e-07 
input N = 1e+10 atoms
E_R/N = 0.00019527 neV
input hbar omega = 25 meV
rms x, ground state = 3.8298 pm
E_R/(hbar omega) = 0.078109 
f formula = 0.92486 
f grid = 0.92486 
shift per 1 mm/s = 48.033 neV
v_Gamma = 0.097186 mm/s
2 v_Gamma = 0.19437 mm/s
c E_R/E0 = 40.654 m/s
c FWHM_D/E0 = 492.6 m/s
```
